# Second derivative of the non-interacting kinetic energy and the Kohn-Sham response, part 2

The aim is the second derivative $K(x,y)=\delta^2T_s/\delta n(x)\delta n(y)$ of the non-interacting kinetic energy $T_s[n]$, the minimum of $\langle\Phi|\hat T|\Phi\rangle$ over $N$-electron determinants $\Phi$ with density $n$. Hartree atomic units are used.

On a connected domain of volume $\Omega$, the electrons in a potential $v$ doubly occupy the lowest $N/2$ real orthonormal orbitals $\phi_i$. The others are $\phi_a$, with a gap $\varepsilon_a>\varepsilon_i$. The density is positive inside the domain, and $E[v]=2\sum_i\varepsilon_i$. The static response $\chi_s(x,y)=\delta n(x)/\delta v(y)$ is

$$\chi_s(x,y)=4\sum_{i,a}\frac{\phi_i(x)\phi_a(x)\,\phi_i(y)\phi_a(y)}{\varepsilon_i-\varepsilon_a}, \tag{7}$$

and for continuous $w$

$$\iint w\,\chi_s\,w=-4\sum_{i,a}\frac{\langle i|w|a\rangle^2}{\varepsilon_a-\varepsilon_i}\le0. \tag{8}$$

$\chi_s$ annihilates constants. Its other orthonormal eigenfunctions $u_k$, with eigenvalues $\lambda_k<0$, define $\chi_s^{-1}(x,y)=\sum_{k\ge1}\lambda_k^{-1}u_k(x)u_k(y)$. The projector $P(x,y)=\delta(x-y)-1/\Omega$ subtracts the mean. Solving $\delta n=\chi_s\,\delta v$ gives, with an arbitrary constant $c$,

$$\delta v=\chi_s^{-1}\delta n+c. \tag{10}$$

Also established are

$$T_s[n[v]]=E[v]-\int v(y)\,n[v](y)\,dy, \tag{11}$$

$$\frac{\delta T_s}{\delta n(x)}=\mu-v[n](x), \tag{12}$$

where fixed $N$ leaves the constant $\mu$ undetermined. Along a path $g_\epsilon=g+\epsilon g_1+\tfrac12\epsilon^2g_2+o(\epsilon^2)$, a functional $F$ with first and second derivatives $F^{(1)}$, $F^{(2)}$ obeys

$$\frac{d^2F[g_\epsilon]}{d\epsilon^2}\Big|_0=\iint g_1(x)F^{(2)}(x,y)g_1(y)+\int F^{(1)}(x)\,g_2(x). \tag{5}$$

The claim to be proved, for $\int\delta n_1=\int\delta n_2=0$, is

$$\iint \delta n_1(x)\,K(x,y)\,\delta n_2(y)\,dx\,dy=-\iint \delta n_1(x)\,\chi_s^{-1}(x,y)\,\delta n_2(y)\,dx\,dy. \tag{3}$$

In the continuum the variations must lie in the range of $\chi_s$, with differentiability along them assumed; on a grid $\chi_s$ must have no zero mode besides the constant.

A program tests the results on grids of spacing $h$ and finds $v[n]$ by numerical inversion. Its test system has four electrons between walls at $\pm3$ bohr, with $v=0.3x+0.5\sin(1.3x)$ hartree, $h=0.2$ bohr and $\Omega=5.80$ bohr.

## Second derivative of $T_s$

Take the flat two-parameter family $n+\epsilon_1\delta n_1+\epsilon_2\delta n_2$ with $\int\delta n_1=\int\delta n_2=0$. Equation (12) holds at every member of the family, so at $\epsilon_1=0$

$$\frac{\partial T_s}{\partial\epsilon_1}=-\int v[n+\epsilon_2\delta n_2](x)\,\delta n_1(x)\,dx .$$

Now differentiate with respect to $\epsilon_2$ at zero. The left side becomes $K[\delta n_1,\delta n_2]\equiv\iint\delta n_1K\delta n_2$, since the quadratic term $\tfrac12\iint\eta K\eta$ with $\eta=\epsilon_1\delta n_1+\epsilon_2\delta n_2$ contains $\epsilon_1\epsilon_2\iint\delta n_1K\delta n_2$. On the right, the derivative of the potential is $\delta v_2=\chi_s^{-1}\delta n_2+c$ by (10). Thus

$$K[\delta n_1,\delta n_2]=-\int\delta n_1\,\delta v_2=-\iint\delta n_1\chi_s^{-1}\delta n_2-c\int\delta n_1, \tag{13}$$

and the last term vanishes, which proves (3). The middle form needs neither the eigenfunction expansion nor a finite volume: it suffices to know a potential change $\delta v_2$ that produces $\delta n_2$.

Setting $\delta n_1=\delta n_2=\chi_s\delta v$ in (13) and using (8),

$$K[\delta n,\delta n]=4\sum_{i,a}\frac{\langle i|\delta v|a\rangle^2}{\varepsilon_a-\varepsilon_i}>0\quad(\delta n\ne0). \tag{14}$$

$T_s$ is therefore locally strictly convex at fixed $N$ under the stated assumptions. Along an eigenfunction $u_k$ the curvature is $1/|\lambda_k|$: a density change that a weak potential produces costs little kinetic energy at second order, and one that requires a strong potential costs much.

The program obtains $T_s$ for four electrons directly from its definition. It writes $\phi_1=\sqrt{n/2}\cos\theta$ and $\phi_2=\sqrt{n/2}\sin\theta$, which have density $n$ for any $\theta(x)$, and makes the kinetic energy stationary in $\theta$ under orthonormality. At one displaced density the stationary value is compared with (11), using the inverted potential; both give $2.238419049$ hartree, so the stationary point there is the minimum. Second differences of this $T_s$ along four number-conserving directions, three smooth and one random, are tested against (3) for all ten pairs. Two of them are $2.122128$ against $2.122128$ hartree for a mixed smooth pair, and $19.271894$ against $19.271891$ hartree for the random direction.

## What the kernel equation means

Any zero-integral variation is $P\eta$ for some $\eta$, so (3) is equivalent to

$$PKP=-\chi_s^{-1}. \tag{15}$$

A kernel $K(x,y)$ at all pairs of points requires $T_s$ to be extended to densities with $\int n\ne N$, because $\delta(x-x_0)$ is not a number-conserving variation. For any such extension, writing out both projectors with $\bar K(x)=\Omega^{-1}\int K(x,y)dy$ and $\bar{\bar K}=\Omega^{-1}\int\bar K$ gives $PKP=K-\bar K(x)-\bar K(y)+\bar{\bar K}$, so

$$K(x,y)=-\chi_s^{-1}(x,y)+g(x)+g(y),\qquad g=\bar K-\tfrac12\bar{\bar K}.$$

The function $g$ depends on the extension. Adding $(\int n-N)\,G[n]$ to $T_s$ changes nothing at fixed $N$. Its first derivative is $G+(\int n-N)\,\delta G/\delta n(x)$, which shifts $\mu$ by $G$. Its second derivative at $\int n=N$ is $\delta G/\delta n(x)+\delta G/\delta n(y)$, which shifts $g$ by an arbitrary function.

## One orbital

For $N=2$ the ground-state orbital is nodeless, $\phi=\sqrt{n/2}$, and in one dimension $\phi'^2=n'^2/8n$. The kinetic energy $2\cdot\tfrac12\int\phi'^2$ is then the von Weizsäcker functional $T_W=\int n'^2/8n$. Put $n_\epsilon=n(1+\epsilon u)$, so that $n_\epsilon'=n'(1+\epsilon u)+\epsilon nu'$. Squaring and dividing by $n(1+\epsilon u)$,

$$\frac{n_\epsilon'^2}{n_\epsilon}=\frac{n'^2}{n}(1+\epsilon u)+2\epsilon n'u'+\frac{\epsilon^2nu'^2}{1+\epsilon u}.$$

Only the last term has a second derivative, $2nu'^2$ at $\epsilon=0$, so

$$K_W[nu,nu]=\tfrac14\int n\,u'^2\,dx. \tag{16}$$

The right side of (13) can be computed separately. The orbital equation gives $v=\varepsilon_0+\phi''/2\phi$, and $\delta n=nu$ means $\delta\phi=\phi u/2$. Then

$$\delta v-\delta\varepsilon_0=\frac{\phi\,\delta\phi''-\phi''\delta\phi}{2\phi^2}=\frac{2\phi\phi'u'+\phi^2u''}{4\phi^2}=\frac{(nu')'}{4n}.$$

For $\int nu=0$ the constant drops out, and integration by parts, with $n=0$ at the walls, gives $-\int nu\,\delta v=\tfrac14\int nu'^2$, in agreement with (16). For $u=\cos qx$ with a wavelength short compared with the scale on which $n$ varies, $u'^2$ averages to $q^2$ times the average of $u^2$, and (16) becomes $\int(q^2/4n)\,\delta n^2$ at leading order. The curvature grows without bound as $q\to\infty$ and where $n\to0$, which shows that $\chi_s^{-1}$ is unbounded in the continuum.

The formula for $T_W$ supplies its own extension off fixed $N$, with $T_W[\lambda n]=\lambda T_W[n]$. Its first derivative is then unchanged under $n\to\lambda n$, and differentiating with respect to $\lambda$ gives $\int K_W(x,y)n(y)\,dy=0$. In contrast, on a grid $\chi_s^{-1}n=\chi_s^{-1}Pn$ vanishes only if $n$ is constant. Hence $K_W\neq-\chi_s^{-1}$ pointwise for a non-uniform density. With two electrons in the test potential, the explicit grid Hessian gives $\max|K_W+\chi_s^{-1}|=3.6\times10^5$ hartree without projection and $\max|PK_WP+\chi_s^{-1}|=6.4\times10^{-5}$ hartree with it, a fraction $2\times10^{-10}$ of the unprojected difference. The unprojected number is specific to this grid and grows as $h^{-4}$ under refinement: next to a wall $\sqrt n$ is of order $h$, and $\int K_W(x,y)\,dy$ contains the term $(1/2\sqrt n)(-\tfrac12\nabla^2)(1/\sqrt n)$, which is of order $h^{-4}$ there. In the continuum $n-N/\Omega$ does not vanish at the walls, whereas every $\delta n=\chi_s\delta v$ does, so $\chi_s^{-1}n$ does not exist.

## Worked example: harmonic well in a uniform field

Take $N=4$ electrons in $v=\tfrac12\omega^2x^2$ with the model value $\omega=0.5$ hartree. Levels 0 and 1 are occupied. Add $\epsilon x$ and complete the square:

$$\tfrac12\omega^2x^2+\epsilon x=\tfrac12\omega^2\left(x+\frac{\epsilon}{\omega^2}\right)^2-\frac{\epsilon^2}{2\omega^2}.$$

On the infinite line the density shifts rigidly, $n_\epsilon(x)=n(x+\epsilon/\omega^2)$, and Taylor expansion gives $n_1=n'/\omega^2$ and $n_2=n''/\omega^4$ in the notation of (5).

**Curvature from the response.** Equation (13) with $\delta v=x$ and one integration by parts gives

$$K[n_1,n_1]=-\int x\,\frac{n'}{\omega^2}\,dx=\frac{N}{\omega^2}=\frac{4}{0.5^2}=16\ \text{bohr}^2/\text{hartree}.$$

An electric field $\epsilon$ acts on the charge $-1$ through the potential $\epsilon x$ and induces the dipole $-\epsilon\int xn_1$, so this curvature is the static polarizability of the non-interacting system. Equation (14) gives the same value. From $x=(a+a^\dagger)/\sqrt{2\omega}$ one has $\langle k+1|x|k\rangle=\sqrt{(k+1)/2\omega}$, with only neighbouring levels coupled, so the single occupied-virtual pair is $1\to2$, with matrix element $1/\sqrt\omega$ and gap $\omega$.

The program uses walls at $\pm7$ bohr and $h=0.1$ and $0.05$ bohr, and removes the $h^2$ error by extrapolation; for the gap, $(4\times0.499844-0.499374)/3=0.50000$ hartree. With the extrapolated $\langle1|x|2\rangle=1.414214$ bohr,

$$\frac{4\langle1|x|2\rangle^2}{\varepsilon_2-\varepsilon_1}=\frac{4\times2.0000}{0.50000}=16.000\ \text{bohr}^2/\text{hartree}.$$

**Curvature from the definition.** The constrained search along the straight line $n+\epsilon n_1$ gives $15.999995$ bohr$^2$/hartree on both grids, against $-\int xn_1=15.999996$ from (7). On the infinite line this straight path leaves the positive densities at large $|x|$, because $n_1/n$ grows like $-2x/\omega$, and the curvature there is a formal derivative. Between walls on a grid the path is admissible for small $\epsilon$.

**The potential path.** A rigid shift does not change the kinetic energy, so $T_s[n_\epsilon]$ is constant although $K[n_1,n_1]>0$. The last term of (5) accounts for this. By (12), $\int n''=0$ and two integrations by parts,

$$\int(\mu-v)\frac{n''}{\omega^4}\,dx=-\frac{1}{\omega^4}\int v''n\,dx=-\frac{N}{\omega^2},$$

which cancels $K[n_1,n_1]$. For $h=0.05$ bohr the two terms are $15.999995-15.999952=0.000043$, and the curvature computed from the orbitals along the path is $0.000044$ bohr$^2$/hartree, equal within the rounding of the terms. This residue, about $3\times10^{-6}$ of $N/\omega^2$, is nearly the same on both grids and survives the extrapolation, so it is not an $h^2$ error. That it comes from the walls, which break translation invariance, is a conjecture; the program does not vary their position.

**Finite displacement.** For $\epsilon=0.01$ hartree/bohr the shift is $-0.01/0.25=-0.0400$ bohr. Reflection $x\to-x$ leaves $n$ and $T_s$ unchanged and reverses $n_1$, so $T_s[n+\epsilon n_1]$ is even in $\epsilon$. The leading change along the straight line is

$$\Delta T_s=\tfrac12\times16.000\times(0.01)^2=8.000\times10^{-4}\ \text{hartree}=0.02177\ \text{eV}.$$

The constrained search gives $8.016\times10^{-4}$ hartree, or $0.02181$ eV, on top of $T_s=1.000000$ hartree. The excess, $0.2\%$ of the quadratic term, belongs by parity to fourth and higher even orders.

## Where the result fails

If the gap closes, denominators in (7) vanish and the ground state may be degenerate; $n[v]$ need not be differentiable. Equation (6) can fail as well: the electrons then fill the lowest eigenvectors of $\delta v$ within the degenerate level, so the first-order change of $E$ is in general not linear in $\delta v$. If the domain is disconnected, the extra zero modes leave one free constant per piece in (12), and (3) holds only for variations that conserve the number in each piece. Where $n$ vanishes the proof of the null space does not apply, and for one orbital the curvature $q^2/4n$ diverges. For variations that change $N$, (3) makes no statement: if $\delta n_1$ changes $N$, the term $c\int\delta n_1$ in (13) survives with an undetermined $c$, and if $\delta n_2$ does, no potential change produces it. Finally, $\chi_s$ is the response to the Kohn-Sham potential itself, not to the external potential of an interacting system with the same density.

The program that carries out these tests, and its output, follow.

## Table of computed values

```
test grid: walls +-3 bohr, h = 0.2 bohr, M = 29, Omega = 5.80 bohr
chain rule: max error 1.6e-08; with transposed kernel 0.630
inverse rule, both orders: max errors 3.8e-10, 3.8e-10
box model v = 0.3x + 0.5 sin(1.3x) hartree, N = 4
eps_1..3 = -0.38767 0.63705 1.38519 hartree, min n = 0.00207 /bohr
chi vs dn/dv: 3.0e-10; dE/dv vs n: 9.8e-10
chain rule for int n[v]^(5/3): max error 4.0e-10
eigenvalues of chi: lowest -0.96219, top two -1.565e-04, -2e-17 /(hartree bohr)
zero modes of chi: connected 1, cut domain 2
dv/dn two-point relative error: step 1e-05: 1.35e-05, step 2e-05: 5.39e-05
chi*(dv/dn) vs projector: 4.2e-09; dv/dn vs chi^-1 (relative): 1.4e-09
Ts[n0] = 2.2679929 hartree
n0+0.05*dn2: search 2.238419049, E[v]-int vn 2.238419049 hartree
dTs along dn1: search -0.6870943, -int v dn -0.6870943 hartree
K[dn1,dn1]: search 1.102977, -chi^-1 1.102977 hartree
K[dn1,dn2]: search 2.122128, -chi^-1 2.122128 hartree
K[dn1,dn3]: search -0.976192, -chi^-1 -0.976191 hartree
K[dn1,dn4]: search -0.284661, -chi^-1 -0.284661 hartree
K[dn2,dn2]: search 4.638799, -chi^-1 4.638799 hartree
K[dn2,dn3]: search -2.800563, -chi^-1 -2.800561 hartree
K[dn2,dn4]: search -0.598200, -chi^-1 -0.598199 hartree
K[dn3,dn3]: search 4.004620, -chi^-1 4.004618 hartree
K[dn3,dn4]: search 0.054472, -chi^-1 0.054472 hartree
K[dn4,dn4]: search 19.271894, -chi^-1 19.271891 hartree
N=2: max|P K_W P + chi^-1| = 6.4e-05, max|K_W + chi^-1| = 357534.666 hartree
N=2: max|K_W n| = 5.3e-15, max|chi^-1 n| = 351918.615 hartree
symbolic T_W curvature, N=2 oscillator, dn = n'/omega^2: 2/omega**2
harmonic well: omega = 0.5 hartree, N = 4, walls +-7 bohr, levels counted from 0
h = 0.1 bohr: Ts = 1.000000, gap = 0.499374 hartree, <1|x|2> = 1.413328 bohr
  -int x dn = 15.999996, search curvature = 15.999995 bohr^2/hartree
  -int v n'' = -15.999951, path curvature = 0.000045 bohr^2/hartree
h = 0.05 bohr: Ts = 1.000000, gap = 0.499844 hartree, <1|x|2> = 1.413992 bohr
  -int x dn = 15.999996, search curvature = 15.999995 bohr^2/hartree
  -int v n'' = -15.999952, path curvature = 0.000044 bohr^2/hartree
h->0: Ts = 1.000000, gap = 0.500000 hartree, <1|x|2> = 1.414214 bohr
h->0: max|dn - n'/omega^2| = 3.2e-06 /hartree
h->0: -int x dn = 16.00000, search = 16.00000 bohr^2/hartree
h->0: 4<1|x|2>^2/gap = 16.00000, N/omega^2 = 16.00000 bohr^2/hartree
h->0: -int v n'' = -15.99995, path curvature = 4.4e-05 bohr^2/hartree
field = 0.01 hartree/bohr, rigid shift = -0.0400 bohr
Delta Ts quadratic = 8.0000e-04 hartree = 0.02177 eV
Delta Ts search    = 8.0159e-04 hartree = 0.02181 eV
```
